# Natural orbitals of helium, the shell law and correlation-consistent basis sets

## Definitions and conventions

The system is the singlet ground state of helium with a fixed point nucleus, without relativity. With $a_0=4\pi\varepsilon_0\hbar^2/(me^2)$ and $E_h=\hbar^2/(ma_0^2)$, the Coulomb constant is $e^2/(4\pi\varepsilon_0)=E_ha_0$, and

$$H=-\frac{\hbar^2}{2m}(\nabla_1^2+\nabla_2^2)-2E_ha_0\left(\frac1{r_1}+\frac1{r_2}\right)+\frac{E_ha_0}{r_{12}} .$$

The spatial wave function $\Psi(\mathbf r_1,\mathbf r_2)$ is real, symmetric and normalized. Read as the kernel of an integral operator, it has orthonormal eigenfunctions, the natural orbitals:

$$\Psi(\mathbf r_1,\mathbf r_2)=\sum_{nlm}c_{nl}\,\varphi_{nlm}(\mathbf r_1)\varphi^*_{nlm}(\mathbf r_2),\qquad \sum_{nl}(2l+1)c_{nl}^2=1 .$$

The sign is chosen so that $c_{1s}>0$. The other orbitals considered have $c<0$ and are numbered $n=l+1,l+2,\dots$ (from $n=2$ for $l=0$) by decreasing $|c|$. Expanding $\Psi$ in Legendre polynomials of $\cos\theta_{12}$ and using $P_l=\frac{4\pi}{2l+1}\sum_mY_{lm}Y_{lm}^*$ gives the kernel for the radial functions $r R_{nl}$:

$$2\pi rr'\int_{-1}^{1}\Psi\,P_l(\cos\theta_{12})\,d\cos\theta_{12}.$$

The result to be derived is that, at leading order for large $n$, omitting one orbital costs

$$d_{nl}\simeq A(L/n)\,n^{-6},\qquad L=l+\tfrac12,$$

where $A$ varies slowly but is not constant. Independence of $l$ is approximate; the cost $\propto n^{-4}$ of a whole shell of $n^2$ orbitals, derived below, does not need it. The argument is semiclassical, not a rigorous proof.

## What an omitted orbital costs

Split $\Psi=P\Psi+Q\Psi$ into retained and omitted natural terms. Since $(H-E)\Psi=0$, we have $(H-E)P\Psi=-(H-E)Q\Psi$. Using this twice, with $H$ Hermitian,

$$\langle P\Psi|H-E|P\Psi\rangle=-\langle P\Psi|H-E|Q\Psi\rangle=\langle Q\Psi|H-E|Q\Psi\rangle .$$

The energy of the truncated function therefore lies above $E$ by $\langle Q\Psi|H-E|Q\Psi\rangle/(1-\|Q\Psi\|^2)$. Reoptimizing within the retained orbitals can only lower it, so this is an upper bound on the truncation error.

For one high orbital the kinetic part dominates. To see why, apply the hydrogenic ground-state bound for any nuclear charge $\zeta$:

$$\frac{\langle p^2\rangle}{2m}-\zeta E_ha_0\left\langle\frac1r\right\rangle\ge-\frac{\zeta^2E_h}{2}.$$

The choice $\zeta=a_0\langle p^2\rangle^{1/2}/\hbar$ gives $\langle1/r\rangle\le\langle p^2\rangle^{1/2}/\hbar$. Potential energies grow at most like the wavenumber $q$, kinetic energy like $q^2$. The same bound in the relative coordinate controls the repulsion. Hence the leading cost is

$$d_k=2c_k^2\langle T\rangle_k=\frac{\hbar^2}{m}\,c_k^2\langle q^2\rangle_k .$$

**Check.** The ratio of nuclear attraction to kinetic energy is 0.329 for 4s and 0.092 for 8s with the 70-term function described below (0.327 and 0.093 with a 525-term function). The approximation is poor for the lowest shells and improves with $n$.

A second measure divides the energy itself. Project $H\Psi=E\Psi$ on $\varphi_{1s}\varphi_{1s}$ and divide by $c_{1s}$. One-electron terms linking 1s to another pair vanish, because the electron not acted on supplies $\langle\varphi_{1s}|\varphi_k\rangle=0$. This leaves

$$E=\langle1s1s|H|1s1s\rangle+\sum_{k\ne1s}\frac{c_k}{c_{1s}}K_k,\qquad K_k=\left\langle1s1s\left|\frac{E_ha_0}{r_{12}}\right|kk^*\right\rangle .$$

## The simple case: constant pair amplitude

Near $r_{12}=0$ the relative motion has reduced mass $m/2$. Put $\Psi\simeq\Psi(\mathbf r,\mathbf r)(1+\gamma r_{12})$. Since $\nabla^2r_{12}=2/r_{12}$, the terms in $1/r_{12}$ cancel if

$$-\frac{\hbar^2}{m}\,2\gamma+E_ha_0=0\quad\Longrightarrow\quad\gamma=\frac1{2a_0}.$$

This kink is the slowly decaying part of the kernel at short wavelength. Suppose first that $\Psi(\mathbf r,\mathbf r)=\Psi_0$ is constant in a large periodic box. The eigenfunctions are then plane waves, and the coefficient is the Fourier transform of $\Psi_0r_{12}/(2a_0)$. From $\nabla^2r=2/r$ and $\nabla^2(1/r)=-4\pi\delta$ follows $\nabla^4r=-8\pi\delta$, so for $q\ne0$ the transform of $r$ is $-8\pi/q^4$ and

$$c(q)=-\frac{4\pi\Psi_0}{a_0q^4},\qquad d(q)=\frac{\hbar^2q^2}{m}c(q)^2\propto q^{-6}.$$

The number of plane waves below $q$ grows as $q^3$. Shells of $n^2$ orbitals contain about $n^3/3$ orbitals up to $n$. Matching the counts gives $q\propto n$, hence $|c|\propto n^{-4}$ and $d\propto n^{-6}$. The power six is thus eight from $c^2$ minus two from the kinetic energy.

The second measure has the same power. The product $\varphi_{1s}\varphi_k$ oscillates with wavenumber $q$, and the transform of $1/r$ is $4\pi/q^2$. Therefore $K_k\propto n^{-2}$ and $|c_kK_k|\propto n^{-6}$, with a different prefactor.

## First generalization: the atom, s orbitals

In the atom $\Psi(\mathbf r,\mathbf r)$ depends on $r$. If it changes little over a wavelength, the plane-wave result holds locally. An orbital with coefficient $c$ has the local wavenumber

$$\kappa(r)=\left[\frac{4\pi\Psi(\mathbf r,\mathbf r)}{a_0|c|}\right]^{1/4}.$$

For an s orbital the radial phase grows by $\pi$ for each new node, so $\int_0^\infty\kappa\,dr\simeq\pi n+\text{constant}$. The constant comes from the ends, where the local picture fails. It cancels in the difference between successive $n$:

$$|c_{n+1,0}|^{-1/4}-|c_{n,0}|^{-1/4}\simeq\frac{\pi}{\displaystyle\int_0^\infty[4\pi\Psi(\mathbf r,\mathbf r)/a_0]^{1/4}dr}.$$

**Check on helium.** The wave function is a variational sum of 70 terms $s^at^bu^ce^{-2s/a_0}$ with $s=r_1+r_2$, $t=r_1-r_2$, $u=r_{12}$, even $b$ and $a+b+c\le7$. Its energy is $-2.90372\,E_h$. The natural orbitals come from its radial kernels on a grid, without an orbital basis.

The mean step over $n=8$ to 14 is 1.440; the formula gives 1.417, so the two differ by 1.6%. With a 525-term function both numbers shift in the third decimal, to 1.435 and 1.414. The function is itself approximate: its weighted mean cusp slope is $0.489/a_0$ instead of $0.5/a_0$.

The finite trial function also limits the smallest coefficients. The local formula gives negative values, yet this function has a positive one of $2.3\times10^{-5}$ besides 1s. The leading law, without the constant from the ends, puts $|c_{10,0}|$ near $(1.417\times10)^{-4}\approx2.5\times10^{-5}$, which is of the same order. The quoted value is the largest over all $l\le10$; it falls to $8\times10^{-7}$ with 525 terms. It is not converged with respect to the trial function and should not be read as a property of helium. The limitation is not confined to coefficients of this size: the costs of individual orbitals with low $l$ shift by up to about 8% already at $n=5$ (with 525 terms, $n^6d_{nl}$ for 5s, 5p, 5d, 5f becomes 0.415, 0.350, 0.311, 0.252) and should be read with that reserve.

## Second generalization: all angular momenta

For angular momentum $l$ the radial wavenumber is $p_r=\sqrt{\kappa^2-L^2/r^2}$. There are $n-l-1$ radial nodes, and two smooth turning points add one half, so

$$\int\sqrt{\kappa^2-L^2/r^2}\,dr\simeq\pi(n-l-\tfrac12)=\pi(n-L).$$

For low $l$ the end phases may differ, which shifts $n$ by a constant and does not affect the leading power. Write $\kappa=\Lambda\kappa_1(r)$ with $\Lambda=|c|^{-1/4}$, and divide by $n$:

$$\int\sqrt{(\Lambda/n)^2\kappa_1^2-(L/n)^2/r^2}\,dr=\pi(1-L/n).$$

This fixes $\Lambda/n$ as a function of $L/n$ alone. Hence $|c_{nl}|=n^{-4}\times$ a function of $L/n$.

The cost also needs $\langle\kappa^2\rangle$. In phase space an orbital occupies the curve on which the local coefficient $a(r,p_r)\propto-\Psi(\mathbf r,\mathbf r)(p_r^2+L^2/r^2)^{-2}$ equals $c$. The radial probability is proportional to

$$\int dp_r\,\delta(a-c)\propto\frac1{|\partial a/\partial p_r|}\propto\frac{\kappa^2}{p_r},\qquad\text{because}\quad\frac{\partial a}{\partial p_r}=-\frac{4p_r}{\kappa^2}\,a .$$

At fixed $L/n$ this weight keeps its shape and $\langle\kappa^2\rangle\propto\Lambda^2\propto n^2$. Therefore $d_{nl}=(\hbar^2/m)c_{nl}^2\langle\kappa^2\rangle=A(L/n)n^{-6}$.

### Two limits for an exponential amplitude

Take $\Psi(\mathbf r,\mathbf r)=\Psi_0e^{-4br}$ as a model for the atom. Then $\kappa=\lambda e^{-br}$ and $|c|=4\pi\Psi_0/(a_0\lambda^4)$.

For $l\ll n$ we have $p_r\simeq\kappa$ almost everywhere. Quantization gives $\lambda/b=\pi n$. The weight is proportional to $\kappa$, so

$$\langle\kappa^2\rangle=\lambda^2\frac{\int_0^\infty e^{-3br}dr}{\int_0^\infty e^{-br}dr}=\frac{\lambda^2}{3}.$$

For $l$ near $n$ the radial motion shrinks to the maximum of $r\kappa$, at $br=1$. There $\lambda/(be)=L\simeq n$, so $\lambda=ebn$ and $\langle\kappa^2\rangle=\lambda^2/e^2$.

Since $d=(\hbar^2/m)(4\pi\Psi_0/a_0)^2\lambda^{-8}\langle\kappa^2\rangle$, the two limits are

$$d_{nl}\simeq\frac{\hbar^2}{m}\left(\frac{4\pi\Psi_0}{a_0b^3}\right)^2n^{-6}\times\begin{cases}\pi^{-6}/3,&l\ll n\\ e^{-8},&l\simeq n.\end{cases}$$

The coefficients in these limits differ by $(\pi/e)^4\approx1.78$, but the costs are in the ratio 0.968: an orbital with high $l$ has a larger coefficient and a smaller local kinetic energy relative to $\lambda^2$. The compensation is incomplete between the limits. Relative to $l\ll n$, the prefactor is 1.22 at $L/n=0.1$, about 1.61 at its maximum near $L/n=0.5$, and 1.16 at 0.9. In this model $A$ therefore varies by a factor of about 1.7.

### What helium shows

For the 70-term function, the values of $n^6d_{nl}$ in $E_h$ are, for $l=0,1,2,\dots$:

- $n=3$: 0.796, 0.438, 0.243
- $n=5$: 0.385, 0.333, 0.307, 0.259, 0.184
- $n=10$: 0.224, 0.267, 0.250, 0.261, 0.262, 0.255, 0.239, 0.217, 0.189, 0.159

At $n=3$ the spread is more than a factor of three, so independence of $l$ is not a good description there. At $n=10$ it is 1.68, while $n^{-6}$ changes by 64 between $n=5$ and 10. Intermediate $l$ lies above the highest $l$, as in the model. The values at low $l$ are irregular (0.224, 0.267, 0.250, 0.261 at $n=10$), but this detail is an artefact of the trial function: with 525 terms these values become 0.243, 0.246, 0.262, 0.271, rising smoothly to a maximum at intermediate $l$, and the spread becomes 1.70. Over $n=8$ to 14 the s-orbital cost has a local exponent of 6.45 (6.47 with 525 terms), still above six.

## From orbitals to shells

Shell $n$ contains $2l+1=2L$ orbitals for each $l<n$. Its cost is

$$D_n=\sum_{l=0}^{n-1}2L\,A(L/n)n^{-6}\;\longrightarrow\;B\,n^{-4},\qquad B=2\int_0^1xA(x)\,dx,$$

because $L=nx$ and the sum over $l$ becomes $n\int dx$. If $A$ were constant, $B=A$, which is the elementary count $n^2\times n^{-6}$. A varying $A$ changes $B$, not the power.

**Arithmetic for one shell.** At $n=10$ the entries above, weighted by $2l+1$, give

$$0.224+3(0.267)+5(0.250)+\cdots+19(0.159)=21.86,$$

and division by $10^6$ gives $D_{10}=0.0219\,\mathrm{m}E_h$ (0.0221 with 525 terms).

The exponent between shells falls from 4.72 (shells 3 to 5) to 4.11 (shells 8 to 11). The projected contributions $|c_kK_k/c_{1s}|$, summed over shells, give 4.05 for shells 8 to 11. Using $n-\frac12$ instead of $n$ gives 3.89 for the omission cost, so the data do not single out that shift. From $D_{11}=0.01482\,\mathrm{m}E_h$, the estimate $D_{11}(10.5)^4$ is $0.18\,E_h$ and $D_{11}\,11^4$ is $0.22\,E_h$. Thus $B$ is about $0.2\,E_h$, or 5 eV. With 525 terms the four exponents move by about 0.01, to 4.71, 4.12, 4.06 and 3.90, and $D_{11}$ becomes $0.01494\,\mathrm{m}E_h$.

The second shell gives a warning: its kinetic cost is $48.7\,\mathrm{m}E_h$, more than the whole correlation energy of $42.0\,\mathrm{m}E_h$ in magnitude. This should not be read as the energy lost by omitting the shell. Nuclear attraction is still a third of the kinetic energy for 4s, so potential terms cannot be neglected in the lowest shells.

### A second limit: fixed $l$, all $n$

Summing over $n$ at fixed $l$ avoids individual quantization. Each radial state occupies $2\pi$ in the $(r,p_r)$ plane, so

$$\sum_n(2l+1)d_{nl}\simeq2L\frac{\hbar^2}{m}\int_0^\infty dr\int_{-\infty}^{\infty}\frac{dp_r}{2\pi}\left(\frac{4\pi\Psi(\mathbf r,\mathbf r)}{a_0}\right)^2\left(p_r^2+\frac{L^2}{r^2}\right)^{-3}.$$

With $\int_{-\infty}^{\infty}(p^2+\sigma^2)^{-3}dp=3\pi/(8\sigma^5)$ and $\sigma=L/r$, the constants combine to $2\cdot16\pi^2\cdot\frac1{2\pi}\cdot\frac{3\pi}8=6\pi^2$:

$$\sum_n(2l+1)d_{nl}\simeq\frac{6\pi^2E_h}{L^4}\int_0^\infty\Psi(\mathbf r,\mathbf r)^2r^5\,dr .$$

At $l=10$ the orbitals with $n=11$ to 26 sum to $6.05\,\mu E_h$ (6.07 with 525 terms), and the formula gives $6.11\,\mu E_h$. The orbitals with $n=27$ to 40 add about $0.07\,\mu E_h$, so the fuller sum lies slightly above the formula; the agreement is within 1%. This tests the formula as a whole, including its prefactor, at one value of $l$; it does not test the power separately.

## Consequence for basis sets

Keep all orbitals whose cost exceeds a threshold $\tau$. The boundary is $n=[A(L/n)/\tau]^{1/6}$. In the exponential model the full variation of $A$, a factor of $1.61/0.968\approx1.66$, moves this boundary by only $1.66^{1/6}-1\approx9\%$. The sixth root makes the boundary nearly follow a shell in relative terms, although for $n$ above about 11 a 9% shift exceeds the relative shell spacing $1/n$. At small $n$ the asymptotic model does not apply. There the helium spreads give $(0.796/0.243)^{1/6}\approx1.22$ at $n=3$ and $(0.385/0.184)^{1/6}\approx1.13$ at $n=5$ (1.15 with 525 terms), below the steps $4/3$ and $6/5$ to the next shell. Keeping whole shells $n\le X$ gives the sets

- $X=2$: 2s1p
- $X=3$: 3s2p1d
- $X=4$: 4s3p2d1f
- $X=5$: 5s4p3d2f1g

This is the composition of the correlation-consistent sets cc-pVXZ for helium. They contain $\sum_{n\le X}n^2\simeq X^3/3$ orbitals, and the omitted shells cost

$$\sum_{n>X}Bn^{-4}\simeq B\int_X^\infty\frac{dn}{n^4}=\frac{B}{3X^3}.$$

This cost, the leading part of an upper bound on the error after reoptimization, falls inversely with the number of orbitals. Potential terms do not alter this leading power: the omitted norm squared scales as $\sum n^2n^{-8}\sim X^{-5}$ and the kinetic part as $X^{-3}$. The bound on $\langle1/r\rangle$ then limits the potential part to $\sqrt{X^{-5}X^{-3}}=X^{-4}$. By contrast, adding radial functions while keeping $l\le l_{\max}$ leaves the cost of all higher $l$ untouched. By the $L^{-4}$ law above, that cost is proportional to $l_{\max}^{-3}$ at leading order.

**Check with Gaussian basis sets.** Coupled cluster with single and double excitations is exact for two electrons within a given basis. Its correlation-energy errors, relative to the Hylleraas energy minus the Hartree–Fock energy, are compared here with the natural-orbital shell tails (the computed costs of shells $X+1$ to 11, plus $0.18\,E_h/(3\cdot11^3)\approx0.045\,\mathrm{m}E_h$ extrapolated for the shells beyond), in $\mathrm{m}E_h$:

| $X$ | basis error | shell tail |
|---|---:|---:|
| 2 | 9.61 | 6.56 |
| 3 | 2.97 | 2.00 |
| 4 | 1.15 | 0.86 |
| 5 | 0.52 | 0.45 |

The tails have the right size but lie below the errors. They contain just the leading kinetic cost, but the potential terms do not close the gap. Attraction nearly cancels against repulsion and the $-E$ term, and the full bound $\langle Q\Psi|H-E|Q\Psi\rangle/(1-\|Q\Psi\|^2)$ is about 6.3, 2.0, 0.89 and 0.47 $\mathrm{m}E_h$ for $X=2$ to 5. Most of the difference therefore arises because the Gaussian functions are not the natural orbitals. The tails at $X=4$ and 5 rise by about $0.01\,\mathrm{m}E_h$ with a 525-term function. The basis error has exponent 3.42 between $X=3$ and 5, so in this range it falls faster than $X^{-3}$.

If $E_X=E_\infty+\alpha X^{-3}$, multiplying by $X^3$ and subtracting removes $\alpha$. For $X=4,5$,

$$E_\infty=\frac{125E_5-64E_4}{125-64}=\frac{125(-41.527)-64(-40.897)}{61}=-42.19\,\mathrm{m}E_h .$$

The reference is $-42.04\,\mathrm{m}E_h$ ($-1.144$ eV). Extrapolation reduces the error from 0.52 to 0.14 $\mathrm{m}E_h$ in magnitude and overshoots, as expected when the actual error falls faster than $X^{-3}$.

The derivation requires $\Psi(\mathbf r,\mathbf r)\ne0$. In a triplet state the spatial function is antisymmetric and vanishes at coalescence, so the leading coefficient found here is zero and these powers do not apply. The remaining values are in the numerical output.

## Numbers as computed

```
Hylleraas terms: 70; energy = -2.9037238 E_h
Hartree-Fock energy = -2.861679 E_h
correlation energy = -42.044 mE_h = -1.1441 eV
energy rebuilt from natural orbitals, l<=10 = -2.90368 E_h
cusp slope, weighted mean = 0.4886 per bohr (exact 1/2)
c(1s) = 0.99599; c(2s) = -0.06148; c(2p) = -0.03563
largest other positive coefficient = 2.3e-05
attraction/kinetic ratio: 4s 0.329, 8s 0.092
step of |c|^(-1/4) per n, s orbitals 8-14: 1.4398
  semiclassical value: 1.4172
l=10 partial-wave cost: 6.053 microE_h
  semiclassical value: 6.108 microE_h
exponential model: l/n, lambda/(b n), energy prefactor / (l<<n value)
  0.1  3.0306  1.224
  0.3  2.8818  1.529
  0.5  2.7919  1.606
  0.7  2.7420  1.461
  0.9  2.7207  1.155
  limit l=n: 2.7183  0.968; maximum 1.610
cost per orbital times n^6 in E_h, for l = 0,1,2,...
  n=3: 0.796 0.438 0.243
  n=5: 0.385 0.333 0.307 0.259 0.184
  n=7: 0.285 0.267 0.296 0.272 0.253 0.214 0.169
  n=10: 0.224 0.267 0.250 0.261 0.262 0.255 0.239 0.217 0.189 0.159
largest/smallest cost over l at n=10: 1.676
exponent of s-orbital cost, n=8 to 14: 6.447
shell n: omission cost, projected contribution size (mE_h)
   2  48.70261  34.49686
   3  4.55672  4.99884
   4  1.13823  1.41377
   5  0.40875  0.53920
   6  0.18477  0.25175
   7  0.09600  0.13305
   8  0.05480  0.07691
   9  0.03369  0.04765
  10  0.02187  0.03112
  11  0.01482  0.02118
shell exponent in n: 4.720 (3 to 5), 4.107 (8 to 11)
shell exponent in n-1/2: 3.887 (8 to 11)
projected shell exponent in n: 4.049 (8 to 11)
B = shell cost*(n-1/2)^4 at n=11: 0.1801 E_h = 4.901 eV
X: cc-pVXZ correlation energy, its error, shell tail n>X (mE_h)
  2  -32.434  9.610  6.555
  3  -39.079  2.966  1.998
  4  -40.897  1.148  0.860
  5  -41.527  0.517  0.451
exponent of basis error, X=3 to 5: 3.418
error after X^-3 extrapolation from X=4,5: -0.144 mE_h
```
